Shot-noise subtraction for speckle contrast in low-light count images

**Definitions and conventions**

A speckle image records n detected photons in each pixel. The integrated intensity W of a pixel is the number of detections expected from the light that reached it. W varies from pixel to pixel because of speckle. Given W, the count n is a Poisson variable with mean W. Angle brackets denote averages over both speckle and detection, and

μ = ⟨n⟩ = ⟨W⟩, σ² = Var n, a = K² = Var W/μ².

K is the speckle contrast. All counts are dimensionless, so the algebra needs no unit system; in atomic units the photon energy is simply the angular frequency of the light.

An image of N pixels supplies the sample mean m and the sample variance

s² = Σ(nᵢ − m)²/(N − 1).

The setting discussed here is the noise subtraction of a speckle-analysis program. Switched off, the program reports s/m. Switched on, it reports the signed quantity

k = (s² − m)/m²

as its estimate of K², and √k as the contrast when k is positive. The pixels are first assumed to be statistically independent and the counts to be calibrated single detections, without background. Both assumptions are relaxed below.

**Why the mean is subtracted, and where**

For fixed W, the Poisson probabilities give

Σ n(n − 1) e^(−W) Wⁿ/n! = W² Σ e^(−W) W^(n−2)/(n − 2)! = W²,

where the last sum runs from n = 2 and equals one. Averaging over W gives ⟨n(n − 1)⟩ = ⟨W²⟩. Since n² = n(n − 1) + n,

σ² = ⟨W²⟩ + μ − μ² = μ + Var W.

The excess σ² − μ is therefore the variance of the light, for any distribution of W with finite variance. Division by μ² gives K².

The order of operations matters. If the image is first divided by m, its mean becomes 1 and its variance s²/m². The shot-noise term has then become m/m² = 1/m, and this is what must be subtracted. Subtracting the new mean, 1, would be wrong unless m = 1.

Random loss of photons does no harm to K². If each photon survives independently with probability η, the counts remain Poisson given W, with W replaced by ηW. Both Var W and μ² acquire the factor η², which cancels. The smaller mean does worsen the precision.

The numerator is also correct on average in a finite image. With δᵢ = nᵢ − μ,

Σ(nᵢ − m)² = Σδᵢ² − (1/N) Σᵢ Σⱼ δᵢδⱼ.

For independent pixels the terms with i ≠ j average to zero. The expectation is Nσ² − σ² = (N − 1)σ², so ⟨s²⟩ = σ² and ⟨s² − m⟩ = Var W.

**The gamma model**

An error bar requires more than the variance of W. The usual model is a gamma law with M modes:

p(W) = (M/μ)^M W^(M−1) e^(−MW/μ)/Γ(M).

Its second moment is (μ/M)² M(M + 1), so Var W = μ²/M and a = 1/M. Averaging the Poisson law over it uses

∫₀^∞ W^(n+M−1) e^(−W(μ+M)/μ) dW = Γ(n + M) [μ/(μ + M)]^(n+M).

Combining the powers of μ gives the negative binomial count law

P(n) = Γ(n + M)/[Γ(M) n!] · qⁿ (1 − q)^M, q = μ/(μ + M).

Because P(n) sums to one, the sum of the terms without (1 − q)^M is (1 − q)^(−M). Hence

ln⟨e^(tn)⟩ = M ln(1 − q) − M ln(1 − q e^t).

The t-derivatives at t = 0 are the cumulants κⱼ. Since t enters only through q e^t, a further t-derivative has the same effect as q d/dq, so κⱼ₊₁ = q dκⱼ/dq at fixed M. From μ = Mq/(1 − q) follows

q dμ/dq = Mq/(1 − q)² = μ(1 + aμ) = σ²,

and therefore κⱼ₊₁ = σ² dκⱼ/dμ. With B = 1 + 2aμ,

κ₂ = σ² = μ + aμ²
κ₃ = σ²B
κ₄ = σ²(B² + 2aσ²).

**Error bar of the estimate**

Write k = s²/m² − 1/m. At m = μ and s² = σ² its first derivatives are

∂k/∂s² = 1/μ²
∂k/∂m = −2σ²/μ³ + 1/μ² = −(1 + 2aμ)/μ² = −B/μ²,

where σ² = μ + aμ² was inserted. To leading order in 1/N, s² − σ² is the pixel average of δ² − σ². The error of k is thus the average over pixels of

ψ = (δ² − σ² − Bδ)/μ².

The variance of δ² is ⟨δ⁴⟩ − σ⁴ = κ₄ + 2σ⁴, and the covariance of δ² with δ is κ₃. Consequently

μ⁴ Var ψ = κ₄ + 2σ⁴ − 2Bκ₃ + B²σ²
= σ²B² + 2aσ⁴ + 2σ⁴ − 2σ²B² + σ²B²
= 2(1 + a)σ⁴.

Since σ²/μ² = a + 1/μ, the standard deviation is

sd(k) = √(2(1 + a)/N) · (a + 1/μ).

When aμ is small, shot noise dominates and the error falls as 1/μ. When aμ is large, more light no longer helps: the error tends to a√(2(1 + a)/N), set by the finite number of speckle samples. The two terms are equal at μ = 1/a = M.

The same point is the best choice when the total count F = Nμ is fixed and can be spread over more or fewer independent pixels at unchanged a. Then

sd² = 2(1 + a)(a²μ + 2a + 1/μ)/F,

and the derivative of the bracket, a² − 1/μ², vanishes at μ = M. This rule does not cover merging pixels within one speckle grain or across several, since that can change a or the independence of the samples.

**Small images, clipping and neighbouring pixels**

The ratio k has a small bias although its numerator has none. The second derivatives are

∂²k/∂m² = 6σ²/μ⁴ − 2/μ³
∂²k/∂m∂s² = −2/μ³
∂²k/∂(s²)² = 0.

The variance of m is σ²/N. The covariance of m and s² is κ₃/N: the terms δᵢ² in s² contribute κ₃/N, while products δᵢδⱼ with i ≠ j always leave an unpaired factor of zero mean. The second-order expansion gives

bias(k) = (σ²/N)[3σ²/μ⁴ − 1/μ³ − 2B/μ³]
= σ²/(Nμ³) · [3 + 3aμ − 1 − 2 − 4aμ]
= −(a/N)(a + 1/μ).

For M = 1, μ = 2 and N = 100 this is −0.0150. A simulation of 100,000 such images gave −0.0150 ± 0.0002. To reduce the scatter, the first-order error, whose mean is zero, was subtracted from each estimate before averaging.

Negative values of k must be kept when images are averaged. Without speckle, k is nearly Gaussian about zero for large N. Replacing its negative values by zero leaves the average

∫₀^∞ x e^(−x²/(2sd²))/(sd√(2π)) dx = sd/√(2π).

With 1000 pixels and μ = 2, this false K² is 0.0089. In 5000 simulated images the clipped mean was 0.0088, while the unclipped mean was −0.0003.

Neighbouring pixels may share a speckle grain. The double sum above then retains its pair covariances, and ⟨s²⟩ becomes σ² minus the average covariance of two different pixels. If groups of c pixels share one W, a pixel has c − 1 partners among the other N − 1 pixels, each with covariance Var W. Thus

⟨s² − m⟩ = Var W · [1 − (c − 1)/(N − 1)].

For N = 40 and c = 4 the factor is 0.923, and the mean over 100,000 simulated images, with M = 1 and μ = 3, was also 0.923. In a large image this bias is small. The error bar gains a term. Averaged over detection at fixed W, μ²ψ becomes (W − μ)² − aμ² − 2aμ(W − μ). For the gamma law this has variance 2(1 + a)a²μ⁴, so two pixels with the same W have ψ-covariance 2(1 + a)a², and

sd² = [2(1 + a)/N] · [(a + 1/μ)² + (c − 1)a²].

When aμ is large, only the N/c grains count. When (c − 1)a² is small beside (a + 1/μ)², shot noise dominates and the pixels within a grain are nearly as useful as independent ones.

**Where the number of modes comes from**

Consider one polarized laser pulse of constant power and length T. Each pixel is taken to be much smaller than a speckle grain, so that the intensity is uniform across it; independent pixels must then be chosen from different grains. The field at a point is modelled as a stationary circular complex Gaussian process with normalized correlation γ(τ). For such a field the covariance of the normalized intensity at two times is |γ(τ)|². Integrating over the pulse, and collecting pairs of times with equal separation τ, gives

K² = (2/T²) ∫₀^T (T − τ)|γ(τ)|² dτ.

A Gaussian spectrum of full width Δν at half maximum has γ(τ) = exp[−(πΔν τ)²/(4 ln 2)], the Fourier transform of the spectrum. Define the coherence time as the integral of |γ|² over all τ:

τc = √(2 ln 2/π)/Δν, |γ(τ)|² = exp(−πτ²/τc²).

The part of the integral with weight T gives an error function, and the part with weight −τ gives an exponential:

K² = (τc/T) erf(√π T/τc) − (τc/T)²[1 − exp(−πT²/τc²)]/π.

For a long pulse K² approaches τc/T; for a very short one it approaches 1, since |γ|² is then 1 throughout the integral. This is the contrast across an image only if different grains have independent time histories, which requires a source with many more independent spatial modes than M. With J equal spatial modes passing through static optics, a term of about 1/J adds to K², and a single spatial mode gives K near 1 however long the pulse. The numbers below omit this term.

The gamma law with M = 1/K² matches the mean and variance of this W, but not its whole distribution. The pulse is a sum of independent exponential intensities with unequal weights λⱼ, the eigenvalues of γ on the pulse interval, normalized to Σλⱼ = 1. Its third cumulant is 2μ³Σλⱼ³, against 2μ³a² for the gamma law.

**A worked image**

The parameters are illustrative values for an ArF lithography laser: wavelength 193.4 nm, bandwidth 0.30 pm (full width at half maximum) and pulse length 30 ns. Laser bandwidths are often quoted instead as the width containing 95 % of the energy; for a Gaussian spectrum, that width must be divided by 1.66 before it is used here. With c the speed of light, Δν = cΔλ/λ² = 2.405 GHz. Then τc = 0.2763 ns and τc/T = 0.00921. The pulse formula gives K² = 0.00918, K = 9.58 % and M = 109.

The simulated image has one million independent pixels and μ = 2. Strictly independent pixels would each lie in a different grain, but at this low count that hardly matters: by the shared-grain formula, 100 pixels per grain raise the error of k by only 1.6 %, whereas keeping one pixel per grain would raise it tenfold. Each W was drawn from the gamma law and each count from a Poisson law. The result was

m = 1.99901, s² = 2.03352, s² − m = 0.03451
k = 0.03451/1.99901² = 0.00864
√k = 9.3 %.

Without subtraction, s/m = 71 %, which is nearly all shot noise. The predicted error of k is

√(2 × 1.00918/10⁶) × (0.00918 + 0.5) = 0.00072.

The estimate lies 0.75 of this error below the true value. Because dK = d(K²)/(2K), the error of K is 0.38 percentage points.

Without speckle, sd(k) = √(2/N)/μ. Three times this value corresponds to K = 4.6 %, a cautious threshold for claiming speckle in this image. Light whose true contrast equals the threshold would exceed it in only about half of such images, so reliable detection needs a somewhat larger contrast. For a relative error ε in K, setting sd(k) = 2aε gives

N = (1 + a)[1 + 1/(aμ)]²/(2ε²),

or 6.2 × 10⁵ pixels for ε = 5 % at μ = 2.

Repeated simulations, each with 2000 images of 4000 pixels, show how the error bar behaves:

- M = 1, μ = 0.5: mean k 1.000, spread 0.0947, predicted 0.0949.
- M = 4, μ = 2: mean k 0.2501, spread 0.0185, predicted 0.0188.
- M = 109, μ = 2: mean k 0.0095, spread 0.0112, predicted 0.0114.

In the last case the spread exceeds K² itself, so a single image of 4000 pixels cannot determine this contrast.

The unequal pulse modes were found by diagonalizing γ on 600 time points. The third cumulant of W exceeds the gamma value by 16 %. To find the effect on the error bar, let wⱼ be the cumulants of W. Averaging the Poisson generating function over W replaces t by e^t − 1 in the cumulant generating function of W; its expansion gives

κ₃ = μ + 3w₂ + w₃, κ₄ = μ + 7w₂ + 6w₃ + w₄.

For the pulse, w₃ = 2μ³Σλⱼ³ and w₄ = 6μ⁴Σλⱼ⁴. Inserted in the first line for μ⁴ Var ψ, they change the error bar by only about 0.005 % at μ = 2. One simulated image with these modes, 200,000 pixels and μ = 20 gave k = 0.0088 ± 0.0002. This is two standard deviations below 0.0092. Chance alone gives a deviation at least this large, in either direction, in about one image in twenty.

**Detector corrections**

Let a Poisson background of mean b be added, together with independent read noise of variance r² in unrounded readings. The background adds b to both mean and variance, so it cancels in the numerator but not in the denominator. With b and r² known from calibration, use

k = (s² − m − r²)/(m − b)².

Left uncorrected, the expected quantity is (aμ² + r²)/(μ + b)². In the worked image, read noise of 0.20 counts would add 0.010 to K², more than the speckle itself. A background of 0.02 counts alone would lower K² by 0.00018.

Double counting is different, because its noise is proportional to the light. If a photon is counted twice with probability q, single and double events are independent Poisson streams for fixed W. The mean is W(1 + q) and the variance W(1 − q) + 4Wq = W(1 + 3q). The excess variance gains 2qμ, and normalization gives

apparent K² = a + 2q/[μ(1 + q)²].

At μ = 2, q = 0.001 adds 0.0010, about 11 % of the true K². A fixed, independent sensitivity pattern with mean 1 and standard deviation u multiplies ⟨W²⟩/μ² by 1 + u², so

apparent K² = (1 + a)(1 + u²) − 1 = a + u² + au².

For u = 1 % the addition is 0.0001.

**Relation to lithography**

Two counts per pixel is a deliberately weak measurement, not a resist exposure. It assumes a magnified speckle image and a converter that yields at most one detectable photon per ultraviolet photon, with total efficiency 0.2, hence 10 incident photons per pixel. Direct detection that releases several charges per photon would break the single-count assumption. Real pulses are not rectangular, and stretched pulses can be much longer than 30 ns. In the long-pulse regime K² falls as 1/T if the added time brings statistically independent light, as the stationary model assumes. An optical stretcher instead divides the pulse into delayed copies of the same field. If a copy is spatially unchanged and arrives after the first pulse has ended, it repeats the same speckle pattern: the relative variation of W from pixel to pixel is unchanged, and K² stays the same. Two independent polarizations of equal power would halve K² and lower K from 9.6 % to 6.8 %.

Averaging 40 independent, equal pulses divides the temporal K by √40 and leaves 1.5 %. The spatial-mode term 1/J does not average away unless its pattern changes from pulse to pulse; with J = 300 and a fixed pattern, K would remain near 6 %. For comparison, a rough dose of 30 mJ/cm² at 6.411 eV per photon supplies 292 photons/nm², or about 29,200 on a 10 nm square. Their relative shot noise is 1/√29,200 = 0.6 %. In this model speckle is therefore the larger dose fluctuation, provided the square lies within one speckle grain. Absorbed photons are fewer than incident ones, so their relative shot noise is larger, and the comparison does not by itself predict line roughness.

**Choosing the setting**

Use subtraction whenever 1/μ is not negligible beside the expected K², and calibrate the counts first. Keep signed values of k until all averaging is finished. If the predicted error is comparable with K², add pixels or light (while shot noise dominates, extra pixels within a grain help almost as much as new grains); near μ = M, further light brings diminishing returns. For weak contrast, measure read noise and double counting before interpreting a positive result, since averaging more images does not remove either offset.
